# Why the ground-state Tao-Eldrup formula fails in large pores

**Q:** I use positron annihilation lifetimes to size pores in low-k films. For large pores the Tao-Eldrup formula gives absurd lifetimes. I am told that this is because excited positronium states are thermally populated. Is that the reason?

**A:** It is one of two reasons, and they need separating. Take ortho-positronium, of mass $m=2m_e$, in an empty spherical pore of radius $R$. The model is an infinite well of radius $R_0=R+\Delta$, with wall electrons filling the shell $R<r<R_0$. If $P_1$ is the ground-state probability of being in that shell, the original formula for the decay rate is

$$\lambda_{\rm orig}=\lambda_A P_1 .$$

In the shell the positron meets electrons of random relative spin, one quarter singlet and three quarters triplet, so the model takes

$$\lambda_A=\tfrac14(\lambda_S+3\lambda_T).$$

I use round parameters: $1/\lambda_S=0.125$ ns, $1/\lambda_T=142$ ns and $\Delta=0.166$ nm. They give $\lambda_A=2.005\ \mathrm{ns^{-1}}$.

The formula assigns no decay to positronium in the void. There it still annihilates into three photons at the rate $\lambda_T$. Averaging the local rate over a state $i$ with shell probability $P_i$ gives

$$\lambda_i=\lambda_A P_i+\lambda_T(1-P_i).$$

As $P_1\to0$, the original lifetime diverges, while the corrected one tends to 142 ns. This fault exists even at zero temperature. The excited states are a second fault.

**Q:** Why should an excited state touch the wall more? Couldn't its extra nodes keep it away?

**A:** The overlap follows from the radial equation. Write the wavefunction as $u(r)Y_{lm}/r$, with $\int_0^{R_0}u^2dr=1$, $E=\hbar^2k^2/2m$ and $\Lambda=l(l+1)$:

$$u''=\left(\frac{\Lambda}{r^2}-k^2\right)u,\qquad u(0)=u(R_0)=0 .$$

Multiply by $2ru'$, which turns both sides into derivatives of squares:

$$r\,(u'^2)'=\left(\frac{\Lambda}{r}-k^2r\right)(u^2)' .$$

Integrate both sides by parts from 0 to $a$. The terms at the origin vanish because $u\sim r^{l+1}$:

$$a\,u'(a)^2-\int_0^a u'^2dr=\left(\frac{\Lambda}{a}-k^2a\right)u(a)^2+\int_0^a\left(\frac{\Lambda}{r^2}+k^2\right)u^2dr .$$

A further integration by parts, using the radial equation for $u''$, gives

$$\int_0^a u'^2dr=u(a)u'(a)+\int_0^a\left(k^2-\frac{\Lambda}{r^2}\right)u^2dr .$$

Insert this. The integrals containing $\Lambda$ cancel, leaving

$$2k^2\int_0^a u^2dr=a\,u'(a)^2-u(a)u'(a)+\left(k^2a-\frac{\Lambda}{a}\right)u(a)^2. \tag{1}$$

With $a=R$, this gives the overlap of any level, $P=1-\int_0^R u^2dr$. Here $u\propto r j_l(kr)$ and $k=x/R_0$, where $x$ is a zero of the spherical Bessel function $j_l$. For the ground state, $u=\sqrt{2/R_0}\,\sin(\pi r/R_0)$, and (1) becomes the Tao-Eldrup overlap:

$$P_1=1-\frac{R}{R_0}+\frac{1}{2\pi}\sin\frac{2\pi R}{R_0}.$$

With $a=R_0$, the integral is 1 and $u(R_0)=0$, so

$$u'(R_0)^2=\frac{2k^2}{R_0}=\frac{2x^2}{R_0^3}$$

for every $l$. At a distance $s$ inside the wall, $u^2\approx u'(R_0)^2s^2$. There is no quadratic term in $u$, because $u''(R_0)=0$. Therefore

$$P\approx\int_0^\Delta\frac{2x^2}{R_0^3}s^2ds=\frac23x^2\left(\frac{\Delta}{R_0}\right)^3 . \tag{2}$$

For a thin shell, the overlap is proportional to the kinetic energy. The extra nodes do not keep the particle away: a shorter wavelength makes the wavefunction rise more steeply from its zero at the hard wall.

**Q:** Does that growth continue for all levels?

**A:** Not in proportion to the energy, because equation (2) needs $k\Delta\ll1$. The $l=0$ levels have $x=n\pi$, and with $\delta=\Delta/R_0$ their overlap is

$$P_{n}=\delta-\frac{\sin(2\pi n\delta)}{2\pi n}.$$

At high $n$ this settles towards $\delta$, oscillating about it by at most $1/(2\pi n)$; for a thin shell the first overshoot is about 22% of $\delta$. Levels of high $l$ need not stop there, because the centrifugal term holds them against the wall: for $R=5$ nm, where $\delta=0.032$, the lowest $l=150$ level has an overlap of 0.34. In pores of radius 2 nm and more, thermal levels at room temperature are far from both extremes, and (2) holds to about 2% in the thermal average. Small pores are different: at $R=0.5$ nm the ground state has $k\Delta=0.78$ and (2) overestimates its overlap by 13%. Define the thermal wavenumber by $q^2=2mkT/\hbar^2$, where $k$ next to $T$ is Boltzmann's constant. At 300 K, $q=1.165\ \mathrm{nm^{-1}}$ and $q\Delta=0.19$.

In a 5 nm pore (I always quote the radius), the first excited level has $l=1$ and $x=4.493$. Equation (2) predicts an overlap ratio to the ground state of $(4.493/\pi)^2=2.046$; the full overlap gives 2.042. For the second $l=0$ level the two values are 4.000 and 3.976. At 300 K and radii from 0.5 to 20 nm, every populated excited level tested has more overlap than the ground state.

**Q:** When are these levels populated?

**A:** The Boltzmann exponent is $E/kT=x^2/(qR_0)^2$. The first excited level is threefold degenerate, so its population relative to the ground state is

$$3\exp\left[-\frac{4.493^2-\pi^2}{(qR_0)^2}\right]=3\exp\left[-\frac{10.32}{(qR_0)^2}\right].$$

At 300 K this is about 0.011 for $R=1$ nm and 0.59 for $R=2$ nm. Counting all levels, the ground state holds 99% of the population at 1 nm, 57% at 2 nm and 6% at 5 nm.

**Q:** I measure one long lifetime, not one for each level. What do I average?

**A:** If exchange between levels is fast compared with the spread of their decay rates, the populations keep their Boltzmann weights $w_i$ while the total number $N$ decays. Then

$$\frac{dN}{dt}=-\sum_i\lambda_iw_iN=-\bar\lambda N,\qquad \bar\lambda=\lambda_A\bar P+\lambda_T(1-\bar P),$$

with $\bar P=\sum_iw_iP_i$. You average rates, and the lifetime is $1/\bar\lambda$.

Without exchange, the decay is a sum of exponentials with mean lifetime $\sum_iw_i/\lambda_i$. This is at least $1/\bar\lambda$, because the Cauchy-Schwarz inequality gives $(\sum_i w_i\lambda_i)(\sum_i w_i/\lambda_i)\ge1$.

At 5 nm and 300 K, the two limits are 101.6 and 105.1 ns. The level rates have a standard deviation of only $0.002\ \mathrm{ns^{-1}}$, so modest exchange suffices: one rethermalising event per nanosecond gives 101.7 ns. The classical wall-collision rate is about $1.1\times10^4\ \mathrm{ns^{-1}}$, so about one such event in $10^4$ collisions would be enough. Whether a given wall provides it, and whether positronium thermalises early in its life, are assumptions here.

**Q:** Then which fault is responsible for my absurd lifetimes?

**A:** Subtract the original rate from the thermal one, then add and subtract $\lambda_TP_1$:

$$\begin{aligned}
\bar\lambda-\lambda_AP_1&=\lambda_A(\bar P-P_1)+\lambda_T-\lambda_T\bar P\\
&=\underbrace{\lambda_T(1-P_1)}_{\text{intrinsic decay}}+\underbrace{(\lambda_A-\lambda_T)(\bar P-P_1)}_{\text{excited states}} .
\end{aligned}$$

For $R=5$ nm at 300 K, $P_1=2.18\times10^{-4}$ and $\bar P=1.400\times10^{-3}$. The rates, in $\mathrm{ns^{-1}}$, are:

- original formula: $2.005\times2.18\times10^{-4}=0.00044$, or about 2290 ns;
- missing intrinsic decay: $0.00704$;
- missing excited-state contribution: $1.998\times1.182\times10^{-3}=0.00236$.

The first two add to $0.00748$, or 134 ns. All three add to $0.00984$, or 102 ns. Restoring three-photon decay first takes the lifetime from 2290 to 134 ns, and the excited states then take it to 102 ns. The split in lifetime depends on this order: adding the excited-state term first would give about 360 ns. The rates do add, and in them the missing intrinsic decay is about three times the excited-state term.

At 300 K, the excited-state term reaches at most about half the intrinsic term, near $R=2.4$ nm. The largest ratio grows with temperature and reaches one at about 480 K, near $R=1.8$ nm. These figures belong to the chosen $\Delta$, rates and pore shape. With $\Delta=0.18$ nm the largest ratio at 300 K is 0.63 and it reaches one at about 410 K; with $\Delta=0.191$ nm the values are 0.75 and about 365 K. A cubic pore with $\Delta=0.18$ nm gives 0.78 at 300 K.

**Q:** So if my formula already includes the 142 ns decay, the explanation I was given is right?

**A:** Yes, within this model. The remaining error is then the excited-state term. At 300 K, as the radius increases, neglecting it first makes the rate too low by 5% of the ground-state rate at $R\approx1.26$ nm.

Cooling separates the causes, provided the positronium itself reaches the film temperature early in its life. For $R=3$ nm at 5 K, the thermal model gives 112 ns, the same as the ground-state formula with intrinsic decay, while the original formula still gives 529 ns. Removing the excited population cures one fault and leaves the other. For $R=5$ nm, the thermal lifetime is 134 ns at 5 K, 123 ns at 100 K, 102 ns at 300 K and 87 ns at 500 K. A ground-state formula with fixed parameters has no such dependence.

**Q:** Does the excited-state error keep growing with pore size?

**A:** Not as an error in lifetime. To find the large-pore limit, average (2), which requires $\langle x^2\rangle$. Set $t=1/(qR_0)^2$ and $Z=\sum(2l+1)e^{-tx^2}$, so that $\langle x^2\rangle=-d\ln Z/dt$.

In free space, the thermal kernel between points a distance $d$ apart is proportional to $e^{-q^2d^2/4}$. A flat hard wall subtracts an image at $d=2s$, so the local density is reduced by the factor $1-e^{-q^2s^2}$. Integrating over a pore of volume $V$ and surface $S=3V/R_0$ gives

$$Z\propto t^{-3/2}\left[1-\frac{S}{V}\int_0^\infty e^{-q^2s^2}ds\right]
=t^{-3/2}\left[1-\frac{3\sqrt\pi}{2}t^{1/2}\right].$$

Differentiate and keep the first correction:

$$\langle x^2\rangle\approx\frac{3}{2t}+\frac{3\sqrt\pi}{4t^{1/2}}
=\frac32(qR_0)^2\left[1+\frac{\sqrt\pi}{2qR_0}\right].$$

Equation (2) then yields

$$\bar P\approx\frac{q^2\Delta^3}{R_0}\left[1+\frac{\sqrt\pi}{2qR_0}\right],\qquad
P_1\approx\frac{2\pi^2}{3}\frac{\Delta^3}{R_0^3}. \tag{3}$$

To leading order, the thermal overlap follows the surface-to-volume ratio and the temperature; the ground-state overlap falls much faster. At 20 nm, (3) gives $\bar P=3.19\times10^{-4}$, against $3.16\times10^{-4}$ from the level sum. The finite shell gives a correction of the right sign and size to explain this 1% difference: expanding $1-e^{-q^2s^2}$ one order further lowers the shell integral by the fraction $\tfrac{3}{10}(q\Delta)^2=0.011$. In the level sum the finite shell costs 1.2%, and the terms dropped from $\langle x^2\rangle$ give back 0.2%; at 10 nm the two parts are $-1.3\%$ and $+0.75\%$.

The ratio $\bar P/P_1$ therefore grows, but both overlaps vanish and $\lambda_T$ takes over. Relative to the thermal lifetime, the ground-state formula with intrinsic decay is too long by 26% at 2 nm, 37% at 3 nm, 32% at 5 nm and 9% at 20 nm.

**Q:** What does this do to a pore size read from a lifetime?

**A:** Suppose the 5 nm pore gives its thermal-model lifetime, 101.6 ns. With intrinsic decay included, the ground-state formula needs

$$P_1=\frac{0.00984-0.00704}{1.998}=1.40\times10^{-3}.$$

Solving for the radius gives 2.6 nm. The original formula needs $P_1=0.00984/2.005=4.91\times10^{-3}$ and gives 1.7 nm. Both make the pore too small, because they assign to the ground state's wall overlap a decay that partly comes from elsewhere: from excited levels in both cases, and also from intrinsic decay in the original formula.

**Q:** When should I distrust the thermal model too?

**A:** When positronium escapes through connected pores, when gas or surface chemistry quenches it, or when the pores are far from spherical. The value of $\Delta$ also matters: by (3), a 10% larger $\Delta$ raises the large-pore overlap by about a third. With $\Delta=0.18$ nm the 5 nm pore gives 94 ns instead of 102 ns, and a lifetime of 101.6 ns reads as a radius of 6.2 nm (7.2 nm with $\Delta=0.191$ nm), so $\Delta$ must be calibrated for the material. In very large pores the lifetime lies close to 142 ns, so a small error in it becomes a large error in radius.

The level sums do not rest on the Bessel formulas alone. For $R=3$ nm at 300 K, finite-difference diagonalisation of the radial equation and the Bessel sum both give $\bar P=2.600\times10^{-3}$. This comparison was made only at 3 nm; the values at other radii come from the Bessel sum.

## Calculated quantities

```
shell thickness DELTA = 0.166 nm; temperature = 300 K
1/lam_S = 0.125 ns; 1/lam_T = 142 ns
lam_A = 2.0053 1/ns; lam_T = 0.007042 1/ns
kT = 25.85 meV; q = 1.1649 1/nm; q*DELTA = 0.1934
Table at 300 K: R (nm) | ground population | P1 | thermal mean P
   0.5 | 1.0000 | 9.0096e-02 | 9.0096e-02
   1.0 | 0.9889 | 1.8241e-02 | 1.8439e-02
   2.0 | 0.5720 | 2.9277e-03 | 4.6039e-03
   3.0 | 0.2434 | 9.4329e-04 | 2.5999e-03
   5.0 | 0.0607 | 2.1786e-04 | 1.3999e-03
  10.0 | 0.0076 | 2.8632e-05 | 6.5283e-04
  20.0 | 0.0009 | 3.6696e-06 | 3.1622e-04
Lifetimes (ns): R (nm) | original | ground + intrinsic | thermal
   0.5 | 5.54 | 5.35 | 5.35
   1.0 | 27.34 | 22.99 | 22.79
   2.0 | 170.33 | 77.56 | 61.57
   3.0 | 528.67 | 112.02 | 81.72
   5.0 | 2288.97 | 133.73 | 101.63
  10.0 | 17416.90 | 140.86 | 119.81
  20.0 | 135896.80 | 141.85 | 130.31
Missing rates (1/ns): R (nm) | intrinsic decay | excited states
   0.5 | 0.006408 | 0.000000
   1.0 | 0.006914 | 0.000395
   2.0 | 0.007022 | 0.003349
   3.0 | 0.007036 | 0.003310
   5.0 | 0.007041 | 0.002362
  10.0 | 0.007042 | 0.001247
  20.0 | 0.007042 | 0.000625
Levels at R = 5 nm: l | x | energy (meV) | P/P1 | (x/pi)^2 | life (ns)
  0 | 3.1416 | 7.045 | 1.0000 | 1.0000 | 133.73
  1 | 4.4934 | 14.412 | 2.0423 | 2.0457 | 126.08
  2 | 5.7635 | 23.711 | 3.3537 | 3.3656 | 117.62
  0 | 6.2832 | 28.180 | 3.9756 | 4.0000 | 113.99
Thermal lifetime at R = 5 nm: 5 K: 133.73 ns; 100 K: 122.84 ns; 300 K: 101.63 ns; 500 K: 87.12 ns
R = 5 nm, fast exchange: 101.629 ns; no exchange, mean: 105.099 ns
R = 5 nm, slowest mode at exchange rate 1 per ns: 101.669 ns
R = 5 nm, standard deviation of level rates: 0.00197 1/ns
R = 5 nm, classical wall-collision rate: 11413 1/ns
Radius inferred for R = 5 nm: ground + intrinsic 2.608 nm; original 1.655 nm
Excited states shorten rate-inverse lifetime: rate +5% at R = 1.256 nm
Largest excited/intrinsic fault ratio at 300 K: 0.4968 at R = 2.37 nm
Temperature where this largest ratio reaches 1: 483 K at R = 1.84 nm
R = 20 nm mean P: level sum 3.1622e-04; large-pore law 3.1944e-04
R = 3 nm mean P: finite differences 2.60013e-03; Bessel sum 2.59995e-03
Thin-shell law, largest relative error at DELTA/R0 = 0.005: 4.42e-03
R = 3 nm at 5 K: thermal 112.02 ns; original 528.67 ns
```
